# Defect Storage Correction to Wagner's Parabolic Rate in a Nonstoichiometric Scale

Consider an oxide scale whose growth is limited by diffusion, with fixed compositions at its two faces. The diffusivity $D$ has the dimension of length squared over time. If the initial thickness has been forgotten and the interfaces react fast enough to stay in equilibrium, no other length or time is available, and the thickness $X$ must obey

$$
X^2=2kt,\qquad k=X\frac{dX}{dt}=\bar D\,f ,
$$

where $\bar D$ is a mean diffusivity and $f$ is a pure number fixed by the boundary compositions and by the shape of $D$ as a function of composition. A change in the stock of defects therefore cannot alter the parabolic form of this late growth. It changes the number $f$, and the change does not fade as the scale thickens.

Let the oxide be $\mathrm{M}_{1-y}\mathrm{O}$, where $y$ is the vacant fraction of cation sites. The oxygen lattice is immobile, has one cation site per oxygen, and has a fixed volume $\Omega$ per site. The coordinate $x$ is measured in this lattice from the metal, $x=0$, to the outer surface, $x=X(t)$. The metal stays in contact with the oxide and fills arriving vacancies; new oxide forms at the outer surface. The boundary values are $y_0$ at the metal and $y_1>y_0$ at the surface, and I write

$$
\Delta=y_1-y_0,\qquad S=\frac{\Delta}{1-y_1}.
$$

The diffusivity needed here is the chemical one, which relates the flux to the composition gradient and includes the coupling between charged vacancies and electronic carriers. Let vacancies carry charge $-z$, in units of the elementary charge, and let holes balance them. With vacancy concentration $c=y/\Omega$, hole concentration $zc$, and $\psi$ the electrostatic energy of a unit positive charge divided by $k_BT$, the ideal dilute fluxes are

$$
J_V=-D_V(c'-zc\psi'),\qquad J_h=-D_h(zc'+zc\psi').
$$

No net current flows, so $J_h=zJ_V$. Dividing this condition by $-z$ gives

$$
D_h(c'+c\psi')=D_V(c'-zc\psi')
\;\Rightarrow\;
c\psi'=\frac{D_V-D_h}{D_h+zD_V}\,c'.
$$

Inserting this in $J_V=-Dc'$ yields

$$
D=D_V\left[1-z\frac{D_V-D_h}{D_h+zD_V}\right]
=\frac{(1+z)D_VD_h}{D_h+zD_V}\;\longrightarrow\;(1+z)D_V
$$

for holes much faster than vacancies. Removing a neutral metal atom creates one vacancy and $z$ holes, so in the same ideal limit $d\mu_M=-(1+z)k_BT\,d\ln y$. Hence

$$
\int_{y_0}^{y_1}D\,dy=-\int \frac{D_Vy}{k_BT}\,d\mu_M ,
$$

where the right side runs from the metal to the surface. This is Wagner's integral over chemical potential. At vacancy fractions of several per cent the ideal relation is not reliable, so from here on $D(y)$ is an arbitrary positive function.

Vacancies diffuse inward and cations outward. The outward cation flux in the oxygen lattice is $(D/\Omega)y_x$, and conservation on fixed sites gives

$$
y_t=(Dy_x)_x,\qquad y(0,t)=y_0,\qquad y(X,t)=y_1 .
$$

In a time $dt$ the surface adds $X'dt/\Omega$ sites per unit area, each needing $1-y_1$ cations. The arriving flux must supply them:

$$
(1-y_1)X'=Dy_x\big|_{X}.
$$

This condition is consistent with the total cation budget, since

$$
\frac{d}{dt}\int_0^X(1-y)\,dx=(1-y_1)X'-Dy_x\big|_X+Dy_x\big|_0=Dy_x\big|_0 ,
$$

so the cation content changes by what enters from the metal.

Define the diffusivity integral

$$
\Phi(y)=\int_{y_0}^{y}D(y')\,dy',\qquad \Phi_1=\Phi(y_1).
$$

In the quasi-steady picture the flux is uniform across the scale. Integrating $Dy_x$ over the thickness shows that it equals $\Phi_1/X$, and the surface balance then gives Wagner's rate

$$
k_W=\frac{\Phi_1}{1-y_1}.
$$

This baseline counts the cations in new oxide at their true number. Counting new oxide as stoichiometric would give the rate $\Phi_1$ instead. The choice matters, because the storage correction is negative relative to $k_W$, while the final rate will turn out to be larger than $\Phi_1$.

The storage effect follows from the first moment of the vacancy distribution. Differentiating, with the moving upper limit included, and integrating by parts,

$$
\begin{aligned}
\frac{d}{dt}\int_0^X xy\,dx
&=Xy_1X'+\int_0^X x(Dy_x)_x\,dx\\
&=Xy_1X'+X\,Dy_x\big|_X-\int_0^X Dy_x\,dx\\
&=Xy_1X'+X(1-y_1)X'-\Phi_1=XX'-\Phi_1 .
\end{aligned}
$$

Since $XX'$ is the derivative of $X^2/2$,

$$
\frac{d}{dt}\left[\frac{X^2}{2}-\int_0^Xxy\,dx\right]=\Phi_1. \tag{1}
$$

The bracket is $\int_0^Xx(1-y)\,dx$, the first moment of the cations. Metal enters at $x=0$ and adds nothing to it; hops inside the scale raise it at a rate equal to $Dy_x$ integrated over the thickness, which is $\Phi_1$ whatever the profile. Equation (1) holds within this model for any initial profile and does not assume parabolic growth.

For similarity growth $y$ depends on $\xi=x/X$ alone, and the bracket in (1) is $X^2\left(\tfrac12-\int_0^1\xi y\,d\xi\right)$. Its derivative gives $k\left(1-2\int_0^1\xi y\,d\xi\right)=\Phi_1$. Integration by parts gives $2\int_0^1\xi y\,d\xi=y_1-\int_{y_0}^{y_1}\xi^2dy$, so

$$
k=\frac{\Phi_1}{1-2\int_0^1\xi y\,d\xi}
=\frac{\Phi_1}{1-y_1+\int_{y_0}^{y_1}\xi^2\,dy}. \tag{2}
$$

No approximation has been made yet, but the profile $\xi(y)$ is still unknown. Let $q(\xi)=Dy_\xi$, which is $X\Omega$ times the cation flux. At fixed $x$, $\xi_t=-\xi X'/X$, so

$$
y_t=-\frac{\xi X'}{X}y_\xi,\qquad (Dy_x)_x=\frac{q'}{X^2}
\quad\Rightarrow\quad q'=-k\xi y_\xi=-\frac{k\xi}{D}\,q . \tag{3}
$$

Now let $S$ be small while $D/\bar D$ keeps a fixed shape across the composition interval, bounded and away from zero. Then $k/D$ is of order $S$, and (3) makes $q$ uniform up to a relative error of that order. Integrating $q=d\Phi/d\xi$ from the metal gives

$$
\xi=\frac{\Phi(y)}{\Phi_1}+O(S).
$$

The error in $\xi$ enters (2) multiplied by the interval $\Delta$, so the steady profile is enough for the leading correction. With

$$
A=\frac1\Delta\int_{y_0}^{y_1}\left(\frac{\Phi}{\Phi_1}\right)^2dy,
$$

the denominator of (2) is $(1-y_1)[1+AS+O(S^2)]$, and therefore

$$
k=k_W\left[1-AS+O(S^2)\right]. \tag{4}
$$

Keeping the denominator unexpanded gives $k\simeq\Phi_1/(1-y_1+A\Delta)$, which has the same order of accuracy. Since $\Phi/\Phi_1$ rises from 0 to 1, $0<A<1$.

The sign can be read from (3). At a fixed lattice site, $y_t<0$: as the surface moves away, the site becomes relatively closer to the metal and its vacancy fraction falls. Cations are retained there, and fewer reach the surface. The total vacancy stock $X\int_0^1y\,d\xi$ nevertheless grows, because new lattice is added. Deleting the right side of (3) makes the flux uniform and returns $k_W$.

The two interface fluxes show the same effect. The surface balance gives $q(1)=(1-y_1)k$, and integrating (3) gives $q(0)=q(1)+k\int\xi\,dy$. With $B=\Delta^{-1}\int(\Phi/\Phi_1)\,dy$,

$$
\frac{q(1)}{\Phi_1}=1-AS+O(S^2),\qquad
\frac{q(0)}{\Phi_1}=1+(B-A)S+O(S^2).
$$

Because $(\Phi/\Phi_1)^2<\Phi/\Phi_1$ inside the scale, $B>A$. Storage thus raises the rate at which metal is consumed above the uniform-flux value and lowers the supply to the surface.

For constant $D$, put $s=(y-y_0)/\Delta$. Then $\Phi/\Phi_1=s$, $A=\int_0^1s^2ds=1/3$ and $B=1/2$, so the fluxes are $1-S/3$ and $1+S/6$. For a linear law $D\propto1+\beta s$ with $\beta>-1$,

$$
\frac{\Phi}{\Phi_1}=\frac{s+\beta s^2/2}{1+\beta/2},\qquad
A=\frac{1/3+\beta/4+\beta^2/20}{(1+\beta/2)^2}.
$$

If $D$ rises with $y$, $\Phi/\Phi_1$ is convex and lies below the line $s$, so $A<1/3$; if $D$ falls, $A>1/3$.

Constant $D$ also has a closed solution that does not use the moment law:

$$
y=y_0+\Delta\frac{\operatorname{erf}[x/(2\sqrt{Dt})]}{\operatorname{erf}\lambda},\qquad X=2\lambda\sqrt{Dt}.
$$

The surface balance becomes

$$
(1-y_1)\lambda\sqrt{\frac Dt}=\frac{D\Delta}{\operatorname{erf}\lambda}\frac{e^{-\lambda^2}}{\sqrt{\pi Dt}}
\;\Rightarrow\;
\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=S. \tag{5}
$$

To expand it, use $\sqrt\pi\operatorname{erf}\lambda=2(\lambda-\lambda^3/3+\lambda^5/10-\cdots)$ and $e^{\lambda^2}=1+\lambda^2+\lambda^4/2+\cdots$. With $u=2\lambda^2=k/D$, the product is

$$
2\lambda^2\left(1+\frac23\lambda^2+\frac4{15}\lambda^4+\cdots\right)
=u+\frac{u^2}{3}+\frac{u^3}{15}+\cdots=S.
$$

Setting $u=S+aS^2+bS^3$, the second order requires $a+1/3=0$ and the third requires $b+2a/3+1/15=0$. Thus $a=-1/3$ and $b=7/45$. Since $k_W/D=S$,

$$
\frac{k}{k_W}=1-\frac S3+\frac{7S^2}{45}+O(S^3),
$$

which agrees with (4) and supplies the next term. In the opposite, formal limit $S\to\infty$, $\operatorname{erf}\lambda\to1$ and the logarithm of (5) gives $\lambda^2\simeq\ln S$, hence $k\simeq2D\ln S$, a form approached slowly: at $S=10^6$ the rate is still only 0.87 of it. Wagner's $k_W=DS$ then overestimates the rate without bound. That limit needs a nearly cation-free surface, so it shows how the quasi-steady formula fails and does not describe a real oxide.

For a worked example take $y_0=0.05$, $y_1=0.11$, constant $D=3\times10^{-6}\ \mathrm{cm^2/s}$, and one hour at 1300 K. Then $\Delta=0.06$, $S=0.06/0.89=0.0674$, and

$$
\Phi_1=1.800\times10^{-7}\ \mathrm{cm^2/s},\qquad
k_W=\frac{\Phi_1}{0.89}=2.022\times10^{-7}\ \mathrm{cm^2/s}.
$$

The first-order correction is $-S/3=-2.25\%$ of $k_W$; the full solution gives $-2.18\%$. The unexpanded form has the denominator $0.89+0.06/3=0.91$ and lies 0.02% below the full value

$$
k=1.978\times10^{-7}\ \mathrm{cm^2/s}=19.78\ \mathrm{\mu m^2/s}.
$$

The thickness $\sqrt{2kt}$ is 377.4 µm, against 381.6 µm from $k_W$. Relative to the stoichiometric count $\Phi_1$, the same $k$ is 9.9% higher, because each new layer needs fewer cations; relative to a uniform flux counted at the mean composition, $\Phi_1/(1-0.08)$, it is 1.1% higher, so the sign of the correction belongs to the baseline $k_W$. The scaled fluxes $q/\Phi_1$ are 1.011 at the metal and 0.978 at the surface. With $\Phi_1$ and the boundary compositions held fixed, a diffusivity linear in $y$ that halves from metal to surface gives $A=0.393$ and a full correction of $-2.56\%$; one that doubles gives $A=0.281$ and $-1.85\%$.

Several numerical tests support these results. Direct integration of (3) reproduced the error-function rates for $y_0=0.05$ and $y_1=0.11$ or $0.35$ within a relative difference of $5.1\times10^{-12}$. For $\beta=-0.5,0,1$, halving $\Delta$ from 0.04 to 0.02 at $y_1=0.11$ reduced the error of (4), relative to $k_W$, by factors of 3.95 to 3.96, close to the factor 4 of a second-order error.

The moment law was also tested away from similarity, by a moving-boundary simulation started from $y=y_0+\Delta\xi^3$ with $y_0=0.05$, $y_1=0.25$ and a diffusivity that doubles across the scale. Growth starts 4.29 times faster than its similarity value. At five successive times the growth of the cation moment, divided by $\Phi_1t$, was between 1.0000 and 1.0007, the excess being grid error, while the same ratio for $X^2/2$ fell from 3.29 to 1.27. By the end $k$ had reached its similarity value within $10^{-5}$. For similarity growth the last ratio would be $k/\Phi_1\simeq1/(1-y_1+A\Delta)\approx1.24$. At the end the mean slope of $X^2$ against $2t$, taken from the start of the run, was therefore still about 2% too high, although the local slope had settled. The local slope is the better measure of $k$ after a transient.

The example's parameters lie in the rough regime of wüstite scales on iron, an oxide with an unusually wide range of cation deficiency; they are round inputs, not computed properties of it. In air such a scale carries an outer skin of higher oxides, which the model omits. Suppose the skin is a spinel with 0.75 cations per oxygen, holds 0.05 times as much oxygen as the monoxide (a rough figure), and also grows by cation motion. The monoxide must then pass on $0.75\times0.05=0.0375$ extra cations per new site. With $y_1$ fixed, this lowers $k$ of the monoxide by 4.0%, more than storage does.

Composition also changes the site volume. If thickness changes while lateral dimensions stay fixed, and the cation flux is still written as $D/\Omega$ times the gradient of $y$, the lattice coordinate can be kept by replacing $D$ with $D(\Omega_r/\Omega)^2$, where $\Omega_r$ is a reference volume: one factor comes from the density of cation sites and one from the gradient. For a rough relative contraction of 0.3 per unit $y$, the rate in lattice thickness, which measures oxygen uptake, changes by about $+2\%$ if the constant volume was taken at the metal side, but by less than $0.1\%$ if it was taken at mid composition. These figures depend on how $D$ is defined: if it multiplies the gradient of the concentration $y/\Omega$ instead, the same value of $D$ gives a rate about 2.4% higher in both cases, and if it multiplies the gradient of the cation concentration $(1-y)/\Omega$, a rate about 28% lower, because the contraction offsets part of the fall in cation content. A measured $D$ must therefore be used with the flux law that defined it.

Temperature is as important. With a rough activation energy of 1.3 eV, $D$ changes by 0.89% per kelvin, so at fixed boundary compositions an offset of 2.4 K imitates the storage correction; if those compositions also shift with temperature, the figure changes. After one hour the surface advances at $k/X=52$ nm/s. With a reaction heat of 270 kJ/mol and a molar volume of 12 cm³/mol, both rough, this releases about 0.12 W/cm². If that heat leaves by radiation alone from the same face, with emissivity 0.8 and surroundings at 1300 K, the scale is about 3 K hotter and $D$ is about 3% larger. This effect opposes storage and, for the rate at one hour, is of similar size. It falls roughly as $1/X$ above about 100 µm, so it also bends the parabolic law, and accumulated over the hour it raises $X^2$ by about 5%, roughly twice the storage effect. For scales thinner than a few tens of µm the feedback of temperature on $D$ is strong and this steady estimate fails.

The storage correction is thus well defined in the model but cannot be identified from one measured rate constant: being independent of time, it is absorbed into the fitted $D$. Equation (4) also requires fixed boundary compositions and a compact, adherent scale. Slow interface reactions introduce a new length and break the opening scaling argument, while voids, grain-boundary paths and oxygen motion change the transport problem itself; their sizes are not estimated here.

## Numbers as computed

```
vacancy fraction at metal, at surface: 0.050, 0.110
mean chemical diffusivity: 3.00e-06 cm2/s
temperature: 1300 K; time: 1.0 h
Delta = 0.0600; S = 0.06742; A = 0.33333; B = 0.50000
Phi1 (stoichiometric count): 1.80000e-07 cm2/s
Wagner rate kW: 2.02247e-07 cm2/s
first-order corrected k: 1.97702e-07 cm2/s
closed form Phi1/(1-y1+A Delta): 1.97802e-07 cm2/s
full moving-boundary k: 1.97840e-07 cm2/s = 19.7840 um2/s
storage correction, first order: -2.247 %
storage correction, full: -2.179 %
closed form error in k: -0.0193 %
full k relative to Phi1: +9.911 %
thickness, Wagner: 381.60 um
thickness, full: 377.42 um
mean vacancy fraction: 0.08016; 2*int(xi*y): 0.09018
metal-side flux q(0)/Phi1: 1.01100; first order 1.01124
surface flux q(1)/Phi1: 0.97821; first order 0.97753
D(y1)/D(y0)=0.50: A=0.3926, first order -2.647 %, full -2.557 %
D(y1)/D(y0)=1.00: A=0.3333, first order -2.247 %, full -2.179 %
D(y1)/D(y0)=2.00: A=0.2815, first order -1.898 %, full -1.847 %
rough relative site-volume loss per unit y: 0.30
site-volume effect on k, volume fixed at metal side: +1.853 %
site-volume effect on k, volume fixed at mid composition: +0.028 %
outer spinel skin, oxygen ratio 0.05 (rough), cations per oxygen 0.75: -3.96 % in k
rough inputs: activation 1.3 eV, heat 270 kJ/mol,
  molar volume 12 cm3/mol, emissivity 0.8
change of D per kelvin: 0.893 %/K
temperature offset equal to storage effect: 2.44 K
growth speed at end: 52.42 nm/s
reaction heat flux at end: 0.1179 W/cm2
self-heating at end: 2.96 K, raising D by 2.64 %
largest shooting shift from erf solution: 5.1e-12 (relative)
first-order error ratio on halving Delta: 3.949, 3.953, 3.958
transient test: y0=0.05, y1=0.25, D(y1)/D(y0)=1.0
transient k at start / similarity k: 4.291
transient k at end / similarity k: 0.999994
moment growth/(Phi1 t): 1.00067, 1.00024, 1.00008, 1.00002, 1.00000
X^2/2 growth/(Phi1 t): 3.2900, 2.5024, 1.8107, 1.3895, 1.2702
```
